\section*{Kinetic energy of hydrogen atoms from vertical electron-impact dissociation of H2}

\section*{Problem}

In a hydrogen plasma used for plasma-enhanced deposition, an electron strikes an H$_2$ molecule in its ground state $X\,{}^1\Sigma_g^+$ and lifts it to the state $b\,{}^3\Sigma_u^+$, which dissociates into two ground-state H atoms. Let $E_X(R)$ and $E_b(R)$ be the total electronic energies at proton distance $R$, including the proton repulsion, and let $E_{\rm H}$ be the energy of one H atom. At the bond length $R_e=1.40$ bohr ($0.0741$ nm), a calculation in the aug-cc-pVQZ basis gives
\[
E_X=-1.17387,\qquad E_b=-0.78400,\qquad E_{\rm H}=-0.49995\quad\text{hartree}.
\]

\begin{enumerate}
\item[(a)] State the equation that yields $E_X$ and $E_b$, and explain why the $b$ state separates into two neutral atoms.
\item[(b)] Show that a vertical transition at $R_e$, with the nuclei at rest, gives each atom about 2.9 eV. Find the energy that the electron must supply.
\item[(c)] Find how zero-point vibration spreads this energy, and how a Maxwellian electron population at 3 eV shifts its mean.
\item[(d)] For gas at 400 K and 0.05 Torr, with a substrate 5 cm away, decide whether the atoms still carry this energy when they arrive. Take a rough H--H$_2$ collision cross section of $10^{-15}$ cm$^2$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two electronic states}

The Born--Oppenheimer approximation is used, without relativistic terms. In real orthonormal orbitals $\phi_i$, write the spatial function of the two electrons as
\[
\Psi(\mathbf r_1,\mathbf r_2)=\sum_{jk}C_{jk}\,\phi_j(\mathbf r_1)\phi_k(\mathbf r_2).
\]
The singlet has $C^{T}=C$ and the triplet has $C^{T}=-C$, because the total function, spin included, must change sign when the electrons are exchanged. Let $h$ be the matrix of the one-electron kinetic energy and the attraction to both protons. Projecting the Schr\"odinger equation on $\phi_i(\mathbf r_1)\phi_l(\mathbf r_2)$ gives, in atomic units,
\begin{equation}
\sum_j h_{ij}C_{jl}+\sum_k C_{ik}h_{kl}+\sum_{jk}(ij|kl)\,C_{jk}=\mathcal E\,C_{il},
\qquad E=\mathcal E+\frac1R ,
\end{equation}
\[
(ij|kl)=\iint \phi_i(\mathbf r_1)\phi_j(\mathbf r_1)\,\frac{1}{r_{12}}\,\phi_k(\mathbf r_2)\phi_l(\mathbf r_2)\,d^3r_1\,d^3r_2 .
\]
The first sum comes from electron 1, the second from electron 2 and the third from their repulsion. All orbital pairs are kept, so this is full configuration interaction: the remaining error of the electronic model is that of the finite orbital basis. In aug-cc-pVDZ, an independent determinant calculation of both states agrees to $3\times10^{-13}$ hartree.

The character of the $b$ state shows already with one $1s$ orbital on each proton, $a$ and $b$, with overlap $S$. The molecular orbitals are $\sigma_g\propto a+b$ and $\sigma_u\propto a-b$. Apart from normalization, the antisymmetric product is
\begin{align}
&\sigma_g(1)\sigma_u(2)-\sigma_u(1)\sigma_g(2)\nonumber\\
&\quad\propto [a(1)+b(1)][a(2)-b(2)]-[a(1)-b(1)][a(2)+b(2)]\nonumber\\
&\quad=2\,[\,b(1)a(2)-a(1)b(2)\,].
\end{align}
The terms $a(1)a(2)$ and $b(1)b(2)$, with both electrons on one proton, cancel. One electron stays with each proton, so the limit of large $R$ is two neutral atoms with energy $2E_{\rm H}$.

In this minimal model the electron density is $\sigma_g^2+\sigma_u^2$, with $\sigma_g=(a+b)/\sqrt{2(1+S)}$. On the plane midway between the protons $a=b$ and $\sigma_u=0$, so the density is
\[
\frac{(2a)^2}{2(1+S)}=\frac{2a^2}{1+S},
\]
less than the value $2a^2$ of two superposed free atoms. In this model charge is thus removed from the midplane, where it would pull the protons towards each other. The uniform factor $1/(1+S)$ belongs to the fixed $1s$ orbitals. In the full calculation at $R_e$ the $\sigma_g$ orbital contracts: the density at the bond midpoint is about 8\% above that of two free atoms, and the depletion appears off the axis, so that the density integrated over the midplane is about 30\% lower. The full calculation shows the repulsion at $R_e$ directly: $E_b$ falls as $R$ grows, with the slope used in part (c). At 12 bohr the curve, computed in aug-cc-pVTZ, lies $2.4\times10^{-6}$ hartree below $2E_{\rm H}$. It is therefore not repulsive at every distance, but this far attraction is negligible here.

\subsection*{(b) Energy balance at fixed bond length}

``Vertical'' means that neither the distance between the nuclei nor their relative momentum changes during the electronic transition. A 15 eV electron crosses 0.2 nm in 0.087 fs, while the vibrational period is 8.03 fs, about ninety times longer. The argument would fail if the electron were held by the molecule for a time comparable with that period.

The energy taken from the electron is the vertical gap
\begin{align}
G&=E_b(R_e)-E_X(R_e)\nonumber\\
&=(-0.78400+1.17387)\ \text{hartree}=0.38987\ \text{hartree}=10.61\ \text{eV}.
\end{align}
Just after the transition the nuclei are at rest and the energy is $E_b(R_e)$. When the atoms are far apart it is $2E_{\rm H}$ plus their kinetic energies $K_1+K_2$. If nothing is radiated and the molecule stays on the $b$ curve,
\begin{equation}
K_1+K_2=E_b(R_e)-2E_{\rm H}.
\end{equation}
In the centre-of-mass frame $m\mathbf v_1+m\mathbf v_2=0$. Hence $|\mathbf v_1|=|\mathbf v_2|$ and the two energies are equal:
\begin{align}
K&=\tfrac12\left[E_b(R_e)-2E_{\rm H}\right]
=\tfrac12\,(-0.78400+0.99990)\ \text{hartree}\nonumber\\
&=\tfrac12\,(0.21590\times27.2114\ \text{eV})=\tfrac12\,(5.875\ \text{eV})=2.94\ \text{eV}.
\end{align}
This is the required 2.9 eV per atom, a speed of 23.7 km/s.

The same result follows from the bond energy. With $D_e=2E_{\rm H}-E_X(R_e)=4.734$ eV,
\[
G-D_e=E_b(R_e)-2E_{\rm H}=10.609-4.734=5.875\ \text{eV}=2K .
\]
$G$ and $D_e$ are uncertain already in the second decimal: cc-pV5Z with added diffuse $s$ and $p$ functions (exponents 0.0207 and 0.0744) gives 10.615 and 4.741 eV, and the basis limit lies near 10.62 and 4.75 eV. Their difference $2K$ changes by only $-0.001$ eV in this step. The electron pays for the bond and for the motion of the fragments. An electron with energy between $D_e$ and $G$ has enough energy to break the bond, but cannot make this transition at $R_e$.

The values of $K$ in aug-cc-pVDZ, aug-cc-pVTZ and aug-cc-pVQZ are 2.997, 2.942 and 2.937 eV. The last step changes $K$ by $-0.005$ eV, so the two-figure result does not depend on it. A classical trajectory of two atoms released at rest on the aug-cc-pVTZ curve gives each 2.942 eV, in agreement with the energy balance in that basis. They reach 95\% of this energy in about 3.7 fs (the listed 3.76 fs is the first time step past that point).

\subsection*{(c) Zero-point motion and electron temperature}

The nuclei are not at rest at one distance. Let $\chi_0(R)$ be the vibrational ground state on the $X$ curve, and let $|k\rangle$ be the nuclear states on the $b$ curve, with energies $E_k$. Rotation is left out and the electronic transition amplitude is taken as independent of $R$. The transition then copies $\chi_0$ onto the $b$ curve, and state $k$ is reached with probability
\begin{equation}
w_k=|\langle k|\chi_0\rangle|^2,\qquad K_k=\tfrac12(E_k-2E_{\rm H}).
\end{equation}
With the nuclear Hamiltonian $T_N+E_b(R)$ and the completeness of its eigenstates, the mean is
\begin{equation}
\bar K=\sum_k w_kK_k=\tfrac12\left[\langle\chi_0|T_N+E_b(R)|\chi_0\rangle-2E_{\rm H}\right].
\end{equation}
The computed distribution, in aug-cc-pVTZ, has mean 2.90 eV and standard deviation 0.61 eV. Its 10\% and 90\% points are 2.1 and 3.7 eV. Thus 2.9 eV is the centre of a broad distribution.

The width follows from the slope of the $b$ curve. Near $R_e$ the energy per atom changes by $dK/dR=-70.5$ eV/nm, and the bond length in $\chi_0$ has standard deviation 0.0089 nm. To first order,
\[
\Delta K\simeq70.5\times0.0089=0.63\ \text{eV},
\]
close to the computed 0.61 eV. A molecule caught with a short bond gives fast atoms, and one caught with a long bond gives slow atoms.

The mean stays near the vertical value because two shifts nearly cancel. The mean bond length on the aug-cc-pVTZ curve, 0.0768 nm (0.0767 nm in aug-cc-pVQZ), exceeds $R_e$ by 0.0027 nm, which lowers $K$ by $70.5\times0.0027=0.19$ eV to first order. About 0.0002 nm of this excess is not vibrational: it arises because the minimum of this curve lies at 0.0743 nm, not at $R_e$. The curvature of $E_b$ and the initial nuclear kinetic energy together restore most of this: the full mean is 0.04 eV below the aug-cc-pVTZ value of 2.94 eV.

So far every $w_k$ has counted equally, whatever energy the electron must supply. Let $a_k=E_k-E_0$ be the threshold of state $k$, where $E_0$ is the energy of the initial vibrational state. For a Maxwellian with temperature $T_e$ in energy units, the number of electrons per energy interval varies as $\sqrt\varepsilon\,e^{-\varepsilon/T_e}$ and their speed as $\sqrt\varepsilon$. A cross section $\sigma_k(\varepsilon)$ therefore gives a rate proportional to $\int\sigma_k\,\varepsilon\,e^{-\varepsilon/T_e}d\varepsilon$. For a step at threshold, setting $\varepsilon=a_k+x$,
\begin{equation}
\int_0^\infty(a_k+x)\,e^{-(a_k+x)/T_e}\,dx=T_e(a_k+T_e)\,e^{-a_k/T_e}.
\end{equation}
For a linear rise $\sigma_k\propto\varepsilon-a_k$,
\begin{equation}
\int_0^\infty x(a_k+x)\,e^{-(a_k+x)/T_e}\,dx=T_e^2(a_k+2T_e)\,e^{-a_k/T_e}.
\end{equation}
Multiplying $w_k$ by these factors at $T_e=3$ eV lowers the mean from 2.90 to 2.72 eV for the step and to 2.71 eV for the linear rise.

The size of the shift can be estimated. Since $a_k$ grows by $2\,dK$ when $K$ grows by $dK$, the logarithm of the step factor has slope
\[
s=2\left(-\frac1{T_e}+\frac1{a+T_e}\right)\simeq2\left(-\frac13+\frac1{13.6}\right)=-0.52\ \text{eV}^{-1},
\]
with $a\simeq G$. Weighting a distribution by $1+s(K-\bar K)$ moves its mean by $s(\Delta K)^2=-0.52\times0.61^2=-0.19$ eV, close to the computed $-0.18$ eV. Cool electrons favour low thresholds, hence stretched molecules and slower atoms. Neither model cross section contains a decrease at high impact energy or a dependence of the amplitude on $R$, so their agreement does not fix the size of the shift. A form that falls at high energy, $\sigma_k\propto(\varepsilon-a_k)/\varepsilon^3$, lowers the mean to 2.57 eV, a shift of $-0.33$ eV.

\subsection*{(d) From the molecule to the substrate}

In the laboratory the molecule moves with a thermal velocity $\mathbf V$. If $\mathbf u$ is the velocity of an atom relative to the centre of mass,
\begin{equation}
K_{\rm lab}=\tfrac12m|\mathbf u+\mathbf V|^2=K+m\,\mathbf u\cdot\mathbf V+\tfrac12mV^2 .
\end{equation}
The component of $\mathbf V$ along $\mathbf u$ has variance $k_BT/(2m)$, since the molecule has mass $2m$. The middle term therefore has standard deviation
\begin{equation}
m u\sqrt{\frac{k_BT}{2m}}=\sqrt{k_BT\,K}=\sqrt{0.0345\times2.937}=0.32\ \text{eV}
\end{equation}
at 400 K. The last term adds on average $\tfrac34k_BT=0.03$ eV. Random sampling of the full expression, at fixed $K$, also gives a spread of 0.32 eV. The thermal velocity is small compared with $u$, but in the middle term it is multiplied by the large speed $u$.

The electron also pushes the molecule. For a 15 eV electron thrown straight back after losing $G$, the transferred momentum is greatest. An atom that leaves along this push gains 0.24 eV; other geometries give smaller gains or a loss.

Collisions change the energy much more. The gas density is $n=p/(k_BT)=1.21\times10^{15}$ cm$^{-3}$, so the mean free path and the fraction of atoms that cross $L=5$ cm without a collision are
\begin{equation}
\lambda=\frac1{n\sigma}=\frac1{1.21\times10^{15}\times10^{-15}}\ \text{cm}=0.83\ \text{cm},
\qquad e^{-L/\lambda}=2.4\times10^{-3}.
\end{equation}
This fraction is for atoms headed straight for the substrate. It is only a rough guide, because it depends exponentially on the cross section: a value of $\sigma$ smaller by 20\% would more than triple it.

In the first collision the energy of relative motion is two thirds of 2.94 eV, or 1.96 eV. This is enough to excite vibration or to exchange an atom, but these channels are left out here. In an elastic collision with H$_2$ at rest, the common centre of mass moves at $u/3$, and the atom moves relative to it at $2u/3$ before and after. If the scattering is isotropic in that frame, the cross term averages to zero, and the mean fraction of energy kept is
\begin{equation}
\left(\tfrac13\right)^2+\left(\tfrac23\right)^2=\tfrac59 .
\end{equation}
Two collisions reduce 2.94 eV to 0.91 eV on average. Scattering that favours small angles would remove less per collision. The straight path to the substrate is already $L/\lambda=6$ free paths long, and deflected atoms travel further. Six isotropic collisions with molecules at rest would leave on average $2.94\times(5/9)^6=0.09$ eV, close to the thermal energy $\tfrac32k_BT=0.05$ eV. With the assumed cross section and isotropic scattering, then, most atoms born 5 cm from the substrate arrive nearly thermal and do not carry their energy at birth. Atoms born within about one free path of the substrate are not thermalized: if the atoms are born evenly across a 5 cm gap, about one in six of those reaching the substrate still carries more than 1 eV. This answer depends on the rough cross section: for $\sigma=3\times10^{-16}$ cm$^2$, $L/\lambda$ is only 1.8, and 16\% of the atoms headed straight for the substrate would arrive without a collision. At the same temperature and cross section, $\lambda$ equals 5 cm at $0.05\times0.83/5=0.008$ Torr, and even there a fraction $1-e^{-1}=63\%$ collides on the way.

The plasma parameters are rough values for a low-pressure hydrogen discharge, not those of a particular reactor. Real discharges can depart from this model. Their electron energies need not be Maxwellian, which changes the 0.2 eV shift found above, and other excited states also produce H atoms, with other energies. Of the effects computed here, gas collisions change the mean kinetic energy at the substrate most: the first isotropic collision removes 44\% of it on average, whereas the Maxwellian weighting in part (c) lowers the mean at birth by 6 to 11\%, depending on the model cross section. The basis error in $K$, judged by the last basis step, is about 0.2\%. The numerical output below lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Bond length used: 1.40 bohr = 0.0741 nm
Computed minimum of X curve: 0.0743 nm
K per atom, aug-cc-pVDZ: 2.9969 eV
K per atom, aug-cc-pVTZ: 2.9422 eV
K per atom, aug-cc-pVQZ: 2.9374 eV
Shift of K, last basis step: -0.0048 eV
E_X at bond length, aug-cc-pVQZ: -1.17387 hartree
E_b at bond length, aug-cc-pVQZ: -0.78400 hartree
E_H, aug-cc-pVQZ: -0.49995 hartree
E_b - 2 E_H: 0.21590 hartree = 5.875 eV
Hartree energy: 27.21139 eV
Vertical gap G: 10.609 eV
Well depth D_e: 4.734 eV
Kinetic energy per atom K: 2.937 eV
Speed of each atom: 23.72 km/s
Largest difference from determinant CI: 2.7e-13 hartree
Spline error at test point: 4.7e-05 hartree
b curve at 12 bohr minus 2 E_H: -2.4e-06 hartree
Slope of K with bond length: -70.5 eV/nm
Trajectory energies: 2.9421, 2.9421 eV
Time to 95% of final energy: 3.76 fs
Vibrational period from v=0 to v=1 gap: 8.03 fs
Electron passage over 0.2 nm at 15 eV: 0.087 fs
Mean bond length in v=0: 0.0768 nm
Standard deviation of bond length: 0.0089 nm
Mean K with zero-point motion: 2.898 eV
Standard deviation of K, quantum: 0.610 eV
Standard deviation of K, reflection: 0.607 eV
10% and 90% points of K: 2.11, 3.65 eV
Electron temperature: 3.0 eV
Mean K, Maxwellian, step cross section: 2.717 eV
Mean K, Maxwellian, linear cross section: 2.708 eV
Gas temperature: 400 K; kT: 0.0345 eV
Thermal spread of atom energy: 0.318 eV
Thermal spread, random sampling: 0.319 eV
Largest gain from electron recoil: 0.244 eV
Pressure: 0.05 Torr; substrate distance: 5.0 cm
Collision cross section, rough: 1e-15 cm2
Gas density: 1.21e+15 cm^-3
Mean free path: 0.83 cm
Unscattered fraction at substrate: 2.4e-03
Mean energy fraction kept per collision: 0.556
\end{verbatim}
